**Electrostriction in a Clausius-Mossotti fluid**

The program tests $\Pi=\epsilon_0E^2(k-1)(k+2)/6$, where $E$ is the macroscopic field and $k$ the relative permittivity of a nonpolar fluid. It asserts that an explicit dipole sum on a cubic lattice gives the Lorentz local field and the Clausius-Mossotti density slope of $k$. It also asserts that the Helmholtz force accounts for the energy change under a fluid displacement in a spherical and a plane capacitor; in the spherical case, it asserts that the agreement fails when $\Pi$ is left out. Minimizing a scaled free energy reproduces the equilibrium pressure rise. The plate attraction found from the same free energy agrees with $\epsilon_0kE^2/2$ to 0.13%, the remainder being of the order of the finite compression. For a decane-like liquid at 0.5 MV/cm the output gives $\Pi=14.8$ kPa. A cavity model with fixed molecular radius lowers this by 10%, and heating to 373 K at the same field lowers it by 12%.

## Numerical verification

```python
# Result under test: in a nonpolar Clausius-Mossotti fluid the Helmholtz
# electrostriction term is Pi = eps0 E^2 (k-1)(k+2)/6, an isotropic tension in
# the stress, balanced in equilibrium by an equal rise of ordinary pressure.
# Symbols: k relative permittivity, E macroscopic field, rho density,
# x = N alpha/(3 eps0) reduced polarizability density, beta compressibility.
# Scaled tests use eps0 = 1 and density relative to the reference density.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

eps0 = const.epsilon_0


def k_cm(x):
    return (1 + 2 * x) / (1 - x)


def pi_term(k, field, permittivity=eps0):
    return permittivity * field**2 * (k - 1) * (k + 2) / 6


# --- Local field and density slope from an explicit lattice dipole sum ---
def slab_dipole_sum(radius=400, planes=3):
    """Field on a site of a cubic slab, dipoles normal to the slab,
    in units p/(4 pi eps0 a^3); continuum tail outside the cutoff circle."""
    n = np.arange(-radius, radius + 1, dtype=float)
    s2 = n[:, None]**2 + n[None, :]**2
    s2 = s2[s2 <= radius**2]
    total = 0.0
    for z in range(-planes, planes + 1):
        r2 = s2 + z * z
        r2 = r2[r2 > 0]
        total += np.sum((3 * z * z - r2) / r2**2.5)
        total -= 2 * np.pi * radius**2 / (radius**2 + z * z)**1.5
    return total


site_field = slab_dipole_sum() / (4 * np.pi)   # in units P/eps0
lorentz_factor = 1 + site_field                # relative to macroscopic E
assert abs(lorentz_factor - 1 / 3) < 1e-5


def k_lattice(x):
    y = 3 * x                                  # N alpha/eps0
    polarization = y / (1 - site_field * y)    # for unit outside field
    return 1 / (1 - polarization)


for x_test in (0.05, 0.25, 0.4):
    step = 1e-4
    slope = (k_lattice(x_test * (1 + step))
             - k_lattice(x_test * (1 - step))) / (2 * step)
    k_test = k_lattice(x_test)
    assert abs(slope / ((k_test - 1) * (k_test + 2) / 3) - 1) < 1e-4

# --- Helmholtz force against energy change under a finite displacement ---
nodes, weights = np.polynomial.legendre.leggauss(80)
X0 = 0.25


def derivative(func, r, h=1e-5):
    return (func(r + h) - func(r - h)) / (2 * h)


# Spherical capacitor, radii 1 to 2, D = 1/r^2, factor 4 pi dropped.
r = 1.5 + 0.5 * nodes
w = 0.5 * weights


def rho_sphere(s):
    return 1 + 0.2 * np.sin(s)


def k_sphere(s):
    return k_cm(X0 * rho_sphere(s))


def field_sphere(s):
    return 1 / (s**2 * k_sphere(s))


def shift_sphere(s):
    return np.sin(np.pi * (s - 1))**2


def energy_sphere(t):
    moved = r + t * shift_sphere(r)
    stretch = 1 + t * np.pi * np.sin(2 * np.pi * (r - 1))
    density = rho_sphere(r) * r**2 / (moved**2 * stretch)
    return np.sum(w * stretch / (2 * moved**2 * k_cm(X0 * density)))


t = 1e-4
energy_slope = (energy_sphere(t) - energy_sphere(-t)) / (2 * t)
grad_pi = derivative(lambda s: pi_term(k_sphere(s), field_sphere(s), 1.0), r)
grad_k_force = -0.5 * field_sphere(r)**2 * derivative(k_sphere, r)
work = np.sum(w * r**2 * shift_sphere(r) * (grad_pi + grad_k_force))
work_without_pi = np.sum(w * r**2 * shift_sphere(r) * grad_k_force)
assert abs(-energy_slope / work - 1) < 1e-5
assert abs(-energy_slope / work_without_pi - 1) > 0.1

# Plane capacitor with density varying along the plates: D changes with shift.
u = 0.5 + 0.5 * nodes


def k_plane(s):
    return k_cm(X0 * (1 + 0.3 * s**2))


def energy_plane(t):
    stretch = 1 + t * np.pi * np.sin(2 * np.pi * u)
    density = (1 + 0.3 * u**2) / stretch
    return 1 / (2 * np.sum(w * stretch * k_cm(X0 * density)))


field_plane = 1 / np.sum(w * k_plane(u))
force_plane = (derivative(lambda s: pi_term(k_plane(s), field_plane, 1.0), u)
               - 0.5 * field_plane**2 * derivative(k_plane, u))
work_plane = np.sum(w * np.sin(np.pi * u)**2 * force_plane)
slope_plane = (energy_plane(t) - energy_plane(-t)) / (2 * t)
assert abs(-slope_plane / work_plane - 1) < 1e-5


# --- Equilibrium with a field-free reservoir, by minimizing free energy ---
# Scaled: beta = 1, equation of state p = ln(density), reservoir at p = 0.
def free_energy(density, field):
    elastic = density * quad(lambda s: np.log(s) / s**2, 1, density,
                             epsabs=1e-14, epsrel=1e-12)[0]
    return elastic - 0.5 * field**2 * k_cm(X0 * density)


def minimum(field):
    return minimize_scalar(free_energy, bounds=(0.9, 1.3), args=(field,),
                           method="bounded", options={"xatol": 1e-10})


strong_field = 0.2
dense = minimum(strong_field).x
pressure_min = np.log(dense)
pressure_formula = np.log1p(pi_term(k_cm(X0 * dense), strong_field, 1.0))
assert abs(pressure_min / pressure_formula - 1) < 1e-5

# Plate attraction at fixed voltage: derivative with respect to plate distance.
weak_field = np.sqrt(0.002)
dd = 1e-3
attraction = ((1 + dd) * minimum(weak_field / (1 + dd)).fun
              - (1 - dd) * minimum(weak_field / (1 - dd)).fun) / (2 * dd)
maxwell_only = 0.5 * k_cm(X0) * weak_field**2
# Tolerance covers the finite compression, of order 1e-3 here.
assert abs(attraction / maxwell_only - 1) < 5e-3
with_pi = maxwell_only + pi_term(k_cm(X0), weak_field, 1.0)
assert abs(attraction / with_pi - 1) > 0.2

# --- Worked example: decane-like liquid in an electrode gap (rough inputs) ---
k = 2.0
density = 730.0            # kg/m3
molar_mass = 0.14228       # kg/mol
beta = 1.1e-9              # 1/Pa
gap = 100e-9               # m
voltage = 5.0              # V
temperature = 298.15       # K
hot_temperature = 373.15   # K
expansion = 1.05e-3        # 1/K
anisotropy = 8e-30         # m3, polarizability volume difference
breakdown = 1e8            # V/m
barrier = 4.0              # eV

E = voltage / gap
number_density = density * const.N_A / molar_mass
x = (k - 1) / (k + 2)
alpha_volume = 3 * x / (4 * np.pi * number_density)
local_field = E * (k + 2) / 3
density_slope = (k - 1) * (k + 2) / 3
Pi = pi_term(k, E)
Pi_dilute = eps0 * E**2 * (k - 1) / 2
compression = brentq(
    lambda c: c - beta * pi_term(k_cm(x * (1 + c)), E), 0, 0.1, xtol=1e-17)
pressure_rise = np.log1p(compression) / beta
delta_k = k_cm(x * (1 + compression)) - k
assert abs(pressure_rise / Pi - 1) < 1e-4
plate_pull = eps0 * k * E**2 / 2


# Cavity and reaction-field model with molecular radius fixed as density varies.
def k_cavity(x_now):
    def mismatch(kk):
        return (kk - 1) * (2 * kk + 1 - x * (2 * kk - 2)) - 9 * x_now * kk
    return brentq(mismatch, 1.0, 10.0, xtol=1e-13)


assert abs(k_cavity(x) - k) < 1e-9
h = 1e-4
cavity_slope = (k_cavity(x * (1 + h)) - k_cavity(x * (1 - h))) / (2 * h)
Pi_cavity = 0.5 * eps0 * E**2 * cavity_slope

density_ratio = np.exp(-expansion * (hot_temperature - temperature))
k_hot = k_cm(x * density_ratio)
Pi_hot = pi_term(k_hot, E)
spacing = number_density**(-1 / 3)
wall_fraction = 4 * spacing / gap      # two molecular spacings at each wall

align = (4 * np.pi * eps0 * anisotropy * local_field**2
         / (2 * const.k * temperature))
norm = quad(lambda c: np.exp(align * c * c), 0, 1)[0]
order = quad(lambda c: (1.5 * c * c - 0.5) * np.exp(align * c * c),
             0, 1)[0] / norm
alpha_change = (2 / 3) * anisotropy / alpha_volume * order
wkb = (4 * np.sqrt(2 * const.m_e) * (barrier * const.e)**1.5
       / (3 * const.hbar * const.e * E))

print("TESTS")
print(f"lattice local-field factor (P/eps0): {lorentz_factor:.6f}")
print(f"sphere: -energy slope / force work: {-energy_slope / work:.7f}")
print(f"sphere: same without Pi: {-energy_slope / work_without_pi:.3f}")
print(f"plane: -energy slope / force work: {-slope_plane / work_plane:.7f}")
print(f"minimized / formula pressure: {pressure_min/pressure_formula:.7f}")
print(f"plate pull / (eps0 k E^2/2): {attraction / maxwell_only:.5f}")
print(f"plate pull / (same + Pi): {attraction / with_pi:.5f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"relative permittivity k: {k:.2f}")
print(f"density: {density / 1000:.2f} g/cm3")
print(f"molar mass: {molar_mass * 1000:.2f} g/mol")
print(f"compressibility: {beta * 1e9:.2f} 1/GPa")
print(f"gap: {gap * 1e9:.0f} nm")
print(f"voltage: {voltage:.1f} V")
print(f"temperature: {temperature:.2f} K")
print("EXAMPLE RESULTS")
print(f"macroscopic field: {E / 1e8:.3f} MV/cm")
print(f"number density: {number_density / 1e27:.3f} 1/nm3")
print(f"(k-1)/(k+2): {x:.4f}")
print(f"polarizability volume: {alpha_volume * 1e30:.2f} cubic angstrom")
print(f"local field: {local_field / 1e8:.3f} MV/cm")
print(f"rho dk/drho: {density_slope:.4f}")
print(f"eps0 E^2: {eps0 * E**2 / 1e3:.3f} kPa")
print(f"Pi: {Pi / 1e3:.3f} kPa = {Pi / const.torr:.1f} Torr")
print(f"Pi from dilute formula: {Pi_dilute / 1e3:.3f} kPa")
print(f"relative compression: {compression * 1e6:.2f} ppm")
print(f"pressure rise / Pi - 1: {(pressure_rise / Pi - 1) * 1e6:.1f} ppm")
print(f"change of k by compression: {delta_k:.2e}")
print(f"plate attraction: {plate_pull / 1e3:.3f} kPa")
print("NEGLECTED EFFECTS")
print(f"cavity-model rho dk/drho: {cavity_slope:.4f}")
print(f"cavity-model Pi: {Pi_cavity / 1e3:.3f} kPa")
print(f"cavity-model change of Pi: {(Pi_cavity / Pi - 1) * 100:.1f} %")
print(f"thermal expansion (input): {expansion * 1e3:.2f} 1e-3/K")
print(f"hot temperature (input): {hot_temperature:.2f} K")
print(f"hot density ratio: {density_ratio:.4f}")
print(f"hot k: {k_hot:.4f}")
print(f"hot Pi at same field: {Pi_hot / 1e3:.3f} kPa")
print(f"hot change of Pi: {(Pi_hot / Pi - 1) * 100:.1f} %")
print(f"molecular spacing: {spacing * 1e9:.3f} nm")
print(f"wall-layer share of gap: {wall_fraction * 100:.1f} %")
print(f"anisotropy (input): {anisotropy * 1e30:.1f} cubic angstrom")
print(f"alignment order parameter: {order:.2e}")
print(f"relative polarizability change: {alpha_change:.2e}")
print(f"breakdown field (rough input): {breakdown / 1e8:.1f} MV/cm")
print(f"field / breakdown field: {E / breakdown:.2f}")
print(f"tunnel barrier (rough input): {barrier:.1f} eV")
print(f"log10 of tunnelling factor: {-wkb / np.log(10):.0f}")
print("success")
```

Running it gives:

```
TESTS
lattice local-field factor (P/eps0): 0.333334
sphere: -energy slope / force work: 1.0000000
sphere: same without Pi: 147.141
plane: -energy slope / force work: 1.0000001
minimized / formula pressure: 1.0000000
plate pull / (eps0 k E^2/2): 1.00134
plate pull / (same + Pi): 0.60080
EXAMPLE INPUTS (rough typical values)
relative permittivity k: 2.00
density: 0.73 g/cm3
molar mass: 142.28 g/mol
compressibility: 1.10 1/GPa
gap: 100 nm
voltage: 5.0 V
temperature: 298.15 K
EXAMPLE RESULTS
macroscopic field: 0.500 MV/cm
number density: 3.090 1/nm3
(k-1)/(k+2): 0.2500
polarizability volume: 19.32 cubic angstrom
local field: 0.667 MV/cm
rho dk/drho: 1.3333
eps0 E^2: 22.135 kPa
Pi: 14.757 kPa = 110.7 Torr
Pi from dilute formula: 11.068 kPa
relative compression: 16.23 ppm
pressure rise / Pi - 1: 18.9 ppm
change of k by compression: 2.16e-05
plate attraction: 22.135 kPa
NEGLECTED EFFECTS
cavity-model rho dk/drho: 1.2000
cavity-model Pi: 13.281 kPa
cavity-model change of Pi: -10.0 %
thermal expansion (input): 1.05 1e-3/K
hot temperature (input): 373.15 K
hot density ratio: 0.9243
hot k: 1.9015
hot Pi at same field: 12.976 kPa
hot change of Pi: -12.1 %
molecular spacing: 0.687 nm
wall-layer share of gap: 2.7 %
anisotropy (input): 8.0 cubic angstrom
alignment order parameter: 6.41e-05
relative polarizability change: 1.77e-05
breakdown field (rough input): 1.0 MV/cm
field / breakdown field: 0.50
tunnel barrier (rough input): 4.0 eV
log10 of tunnelling factor: -475
success
```
